# Many-body dispersion by perturbation order and by body order

A calculation that already has a pairwise $-C_6/r^6$ dispersion energy can be extended in two ways: add a three-body term for every triangle of atoms, or diagonalize the coupled-dipole problem of many-body dispersion (MBD). To choose, and to interpret the difference between the answers, one must know what the triangle sum omits. The omitted part begins at fourth order in the dipole coupling, but it is not simply "the four-body energy". Fourth order also contains corrections to pairs and triples.

## The model and the two ways of counting

Each of $N$ atoms is an isotropic harmonic oscillator with static polarizability $\alpha_i$ and frequency $\omega_i$. Hartree atomic units are used. With unit-mass coordinates $\boldsymbol\chi_i$ and dipoles $\boldsymbol\mu_i=\sqrt{\alpha_i}\,\omega_i\boldsymbol\chi_i$,

$$H_g=\sum_i\tfrac12\left(\mathbf p_i^2+\omega_i^2\boldsymbol\chi_i^2\right)+gV,\qquad V=\tfrac12\sum_{i\ne j}\boldsymbol\mu_i\cdot T_{ij}\boldsymbol\mu_j .$$

The physical system has $g=1$. The bare dipole tensor is

$$T_{ij}=\frac{1-3\,\hat{\mathbf r}_{ij}\hat{\mathbf r}_{ij}^{\,T}}{r_{ij}^3},\qquad T_{ii}=0 .$$

Damping, overlap and higher multipoles are left out. At imaginary frequency the polarizability is

$$\alpha_i(i\omega)=\frac{\alpha_i\omega_i^2}{\omega_i^2+\omega^2}.$$

Let $A(\omega)$ be the diagonal $3N\times3N$ matrix of these values. The result to be derived is

$$E=\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\ln(1+AT)=\sum_{n\ge2}E_n,$$

$$E_n=\frac{(-1)^{n+1}}{2\pi n}\int_0^\infty d\omega\,\mathrm{Tr}(AT)^n. \tag{1}$$

Here $E$ is the energy relative to uncoupled oscillators. The **perturbation order** $n$ is the power of $g$, hence the number of factors of $V$ in Rayleigh–Schrödinger perturbation theory. The **body order** $m$ is the number of distinct atoms on which a contribution depends irreducibly. The energy $E(R)$ of any subset $R$ of atoms is written as

$$E(R)=\sum_{S\subseteq R}\Delta E(S),$$

which fixes each $\Delta E(S)$ successively: a pair increment is the pair energy, and a triple increment is the triple energy minus its three pair energies.

Define $M(\omega)=A^{1/2}TA^{1/2}$ and $M=M(0)$. Stability requires every eigenvalue of $M$ to exceed $-1$. The expansion will use the stronger condition $\|M\|<1$, where the norm is the largest absolute eigenvalue.

## First derivation: normal modes

Let $W$ and $a$ be the diagonal matrices of $\omega_i$ and $\alpha_i$. The squared normal-mode frequencies at $g=1$ are the eigenvalues $\lambda_p$ of

$$C=W^2+W a^{1/2}Ta^{1/2}W=W(1+M)W .$$

They are positive precisely when $1+M$ is positive definite. The change in zero-point energy is

$$E=\frac12\sum_p\sqrt{\lambda_p}-\frac32\sum_i\omega_i .$$

To turn the roots into a logarithm, consider

$$I(x,y)=\int_0^\infty d\omega\,\ln\frac{\omega^2+x^2}{\omega^2+y^2}.$$

Its derivative is $\partial I/\partial x=\int_0^\infty 2x\,d\omega/(\omega^2+x^2)=\pi$, and $I(y,y)=0$. Thus $I=\pi(x-y)$, and

$$E=\frac1{2\pi}\int_0^\infty d\omega\,\ln\frac{\det(\omega^2+C)}{\det(\omega^2+W^2)} .$$

Factor out the uncoupled determinant and use $\det(1+XY)=\det(1+YX)$:

$$\frac{\det(\omega^2+C)}{\det(\omega^2+W^2)}
=\det\left[1+a^{1/2}W(\omega^2+W^2)^{-1}Wa^{1/2}T\right]
=\det(1+AT).$$

Since $\ln\det=\mathrm{Tr}\ln$, this is the first form in (1).

For coupling $g$, replace $T$ by $gT$ and use $\ln(1+x)=\sum_{n\ge1}(-1)^{n+1}x^n/n$. The coefficient of $g^n$ is $E_n$. The expansion holds at every frequency when $\|M\|<1$, because $M(\omega)=DMD$ with diagonal entries of $D$ no greater than one, so $\|M(\omega)\|\le\|M\|$. Moreover,

$$|\mathrm{Tr}\,M(\omega)^n|\le\|M\|^{n-2}\,\mathrm{Tr}\,M(\omega)^2\qquad(n\ge2),$$

and the last trace is integrable, so the series may be integrated term by term.

### Closed walks

Written out, $\mathrm{Tr}(AT)^n$ is a sum over closed walks $s_1\to s_2\to\cdots\to s_n\to s_1$. Because $T_{ii}=0$, every step changes site. Three consequences follow.

- There is no closed walk of one step, so $E_1=0$.
- An $n$-step walk visits at most $n$ sites, so an $m$-body term cannot appear before order $m$.
- A walk on two sites alternates between them and closes after an even number of steps, so two-body terms have even order.

A walk visiting the set $S$ occurs in the energy of every subsystem containing $S$. The walks visiting all of $S$, and no other site, therefore make up $\Delta E(S)$.

### Second order: the $C_6$ energy

In units of $r^{-3}$, $T_{ij}$ has eigenvalues $-2,1,1$, so $\mathrm{tr}\,T_{ij}^2=6/r_{ij}^6$. Each pair has two walks, one starting at each atom. The prefactor in (1) is $-1/4\pi$, hence

$$E_2=-\sum_{i<j}\frac{C_{6,ij}}{r_{ij}^6},\qquad
C_{6,ij}=\frac3\pi\int_0^\infty d\omega\,\alpha_i(i\omega)\alpha_j(i\omega).$$

For $x\ne y$, partial fractions give

$$J(x,y)=\int_0^\infty\frac{d\omega}{(\omega^2+x^2)(\omega^2+y^2)}
=\frac{\pi}{2(y^2-x^2)}\left(\frac1x-\frac1y\right)=\frac{\pi}{2xy(x+y)},$$

and continuity covers $x=y$. Multiplication by $3\alpha_i\alpha_j\omega_i^2\omega_j^2/\pi$ yields

$$C_{6,ij}=\frac32\,\frac{\alpha_i\alpha_j\omega_i\omega_j}{\omega_i+\omega_j}.$$

### Third order: the Axilrod–Teller–Muto energy

Three steps must go round a triangle. There are three starting points and two directions, so six walks with the same trace. The prefactor becomes $6/(6\pi)=1/\pi$.

Let $\mathbf a,\mathbf b,\mathbf c$ be unit vectors along $i\to j\to k\to i$. Without the distance factors, the trace is

$$\mathrm{tr}[(1-3\mathbf a\mathbf a^T)(1-3\mathbf b\mathbf b^T)(1-3\mathbf c\mathbf c^T)]$$
$$=3-9+9[(\mathbf a\cdot\mathbf b)^2+(\mathbf b\cdot\mathbf c)^2+(\mathbf c\cdot\mathbf a)^2]
-27(\mathbf a\cdot\mathbf b)(\mathbf b\cdot\mathbf c)(\mathbf c\cdot\mathbf a).$$

Successive directed sides satisfy $\mathbf a\cdot\mathbf b=-\cos\theta_j$, and likewise at the other corners. Put $P=\cos\theta_i\cos\theta_j\cos\theta_k$. Since the angles sum to $\pi$, $\cos\theta_k+\cos\theta_i\cos\theta_j=\sin\theta_i\sin\theta_j$. Squaring and cancelling $\cos^2\theta_i\cos^2\theta_j$ gives

$$\cos^2\theta_i+\cos^2\theta_j+\cos^2\theta_k=1-2P .$$

The trace is then $-6+9(1-2P)+27P=3(1+3P)$, so

$$E_3=\sum_{i<j<k}C_{9,ijk}\,\frac{1+3P}{(r_{ij}r_{jk}r_{ki})^3},\qquad
C_{9,ijk}=\frac3\pi\int_0^\infty d\omega\,\alpha_i\alpha_j\alpha_k ,$$

with all polarizabilities in the integral at $i\omega$. An equilateral triangle has $P=1/8$ and a positive energy. A collinear triple has $P=-1$ and a negative one.

For the frequency integral write $x,y,z$ for the three frequencies. Splitting the factors containing $y$ and $z$ gives

$$\int_0^\infty\frac{d\omega}{(\omega^2+x^2)(\omega^2+y^2)(\omega^2+z^2)}
=\frac{J(x,y)-J(x,z)}{z^2-y^2}$$
$$=\frac{\pi}{2x(z^2-y^2)}\,\frac{z(x+z)-y(x+y)}{yz(x+y)(x+z)}
=\frac{\pi(x+y+z)}{2xyz(x+y)(y+z)(z+x)},$$

because $z(x+z)-y(x+y)=(z-y)(x+y+z)$. The steps assume $y\ne z$; continuity again covers equal frequencies. Therefore

$$C_{9,ijk}=\frac32\,\alpha_i\alpha_j\alpha_k\,
\frac{\omega_i\omega_j\omega_k(\omega_i+\omega_j+\omega_k)}
{(\omega_i+\omega_j)(\omega_j+\omega_k)(\omega_k+\omega_i)} .$$

### Fourth order: three body orders

The prefactor is $-1/8\pi$. A walk $s_1s_2s_3s_4$ is classified by whether its opposite entries coincide.

If $s_1=s_3$ and $s_2=s_4$, the walk stays on one pair. There are two such walks per pair, and $\mathrm{tr}\,T_{ij}^4=(16+1+1)/r_{ij}^{12}$. Thus

$$E_4^{(2)}=-\frac9{2\pi}\sum_{i<j}\frac1{r_{ij}^{12}}\int_0^\infty d\omega\,\alpha_i^2\alpha_j^2 .$$

If just one opposite pair coincides, a central atom $i$ is visited twice. The four walks are $ijik$, $ikij$, $jiki$ and $kiji$. From $(1-3\mathbf u\mathbf u^T)^2=1+3\mathbf u\mathbf u^T$,

$$\mathrm{tr}(T_{ij}^2T_{ik}^2)=\frac{3+3+3+9\cos^2\theta_i}{r_{ij}^6r_{ik}^6}
=\frac{9(1+\cos^2\theta_i)}{r_{ij}^6r_{ik}^6}.$$

Four walks times $-1/8\pi$ give

$$E_4^{(3)}=-\frac9{2\pi}\sum_i\sum_{\substack{j<k\\ j,k\ne i}}\frac{1+\cos^2\theta_i}{r_{ij}^6r_{ik}^6}\int_0^\infty d\omega\,\alpha_i^2\alpha_j\alpha_k .$$

If neither pair coincides, four atoms form a ring. Four labelled atoms have $24$ walks: three distinct rings, each with four starts and two directions. Hence

$$E_4^{(4)}=-\frac1\pi\sum_{i<j<k<l}\int_0^\infty d\omega\,\alpha_i\alpha_j\alpha_k\alpha_l
\sum_{\text{3 rings}}\mathrm{tr}(TTTT).$$

The two- and three-body parts are negative. The total fourth order cannot be positive, since $\mathrm{Tr}(AT)^4=\mathrm{Tr}\,M(\omega)^4\ge0$. A single ring has no fixed sign. Four collinear atoms give a trace of $+18$ after the distances are removed. For successive corners $(0,0,0)$, $(1,0,0)$, $(2,2,0)$, $(2,2,2)$ the corresponding trace is $-1.2$, and that ring raises the energy.

### A four-atom example

Take these round model parameters:

| Atom | $\alpha/a_0^3$ | $\omega/E_h$ | Position$/a_0$ |
|---|---:|---:|---|
| 1 | 10 | 0.50 | (0, 0, 0) |
| 2 | 12 | 0.45 | (6, 0, 0) |
| 3 | 8 | 0.60 | (2, 6, 0) |
| 4 | 15 | 0.40 | (3, 2, 6) |

Here $\|M\|=0.180$, so the series converges. For pair 1–2,

$$C_6=\frac32\,\frac{10\times12\times0.50\times0.45}{0.95}=42.63\ E_ha_0^6,$$

and division by $6^6=46656$ gives $-913.7\ \mu E_h$. Its fourth-order energy is $-2.20\ \mu E_h$, although no third atom is involved.

For triangle 1–2–3, $C_9=274.6\ E_ha_0^9$, $P=0.1077$ and the sides are $6.000$, $6.325$ and $7.211\,a_0$. The energy is

$$\frac{274.6(1+3\times0.1077)}{(6.000\times6.325\times7.211)^3}\,E_h=17.7\ \mu E_h .$$

Sorting the whole energy both ways gives, in $\mu E_h$:

| Body order | $E_2$ | $E_3$ | $E_4$ | All orders |
|---|---:|---:|---:|---:|
| 2 | −2889.61 | 0 | −4.39 | −2894.02 |
| 3 | 0 | 65.41 | −8.71 | 57.28 |
| 4 | 0 | 0 | −1.61 | −1.22 |
| Sum | −2889.61 | 65.41 | −14.71 | −2837.95 |

The last column comes from diagonalization and includes orders beyond the fourth. The four-body part supplies only 11% of $E_4$; the three-body part supplies 59% and the two-body part 30%.

The distinction changes the result of a truncation. Relative to the full model energy, $E_2+E_3$ is too high by $13.76\ \mu E_h$. Adding just the fourth-order four-body part leaves it too high by $12.14\ \mu E_h$. Adding all of $E_4$ leaves it $0.96\ \mu E_h$ too low. Keeping two- and three-body energies at all orders is another truncation again: it omits the full four-body energy and is too high by $1.22\ \mu E_h$.

Nor is $E-E_2=51.66\ \mu E_h$ purely many-body. It consists of $-4.41\ \mu E_h$ from pairs beyond second order and $56.06\ \mu E_h$ from triples and the quadruple.

## Second derivation: response and coupling strength

The same result follows without finding normal modes. By the Hellmann–Feynman theorem,

$$\frac{dE}{dg}=\langle V\rangle_g=\frac12\sum_{ab}T_{ab}\langle\mu_a\mu_b\rangle_g ,$$

where $a,b$ label both atom and Cartesian direction. The dipole correlations are obtained from the response to a weak field.

Let the perturbation be $-F_b\mu_be^{\omega t}$ with $\omega>0$. For an excited state $n$ at excitation energy $\Omega_n$, first-order time-dependent perturbation theory gives the amplitude

$$c_n(t)=\frac{F_b(\mu_b)_{n0}}{\Omega_n-i\omega}\,e^{(i\Omega_n+\omega)t}.$$

With real eigenfunctions, adding the complex conjugate in $\langle\mu_a\rangle$ gives the response

$$\chi_{ab}(i\omega)=\sum_{n\ne0}\frac{2\Omega_n(\mu_a)_{0n}(\mu_b)_{n0}}{\Omega_n^2+\omega^2}.$$

Each factor $2\Omega_n/(\Omega_n^2+\omega^2)$ integrates to $\pi$. The mean dipoles vanish by inversion of all oscillator coordinates, so completeness gives

$$\langle\mu_a\mu_b\rangle_g=\frac1\pi\int_0^\infty d\omega\,\chi_{ab}(i\omega).$$

It remains to find $\chi$. The equation of motion in an applied field is

$$\ddot{\boldsymbol\mu}_i=-\omega_i^2\boldsymbol\mu_i+\alpha_i\omega_i^2
\Big(\mathbf F_i-g\sum_jT_{ij}\boldsymbol\mu_j\Big).$$

For time dependence $e^{\omega t}$ the left side is $\omega^2\boldsymbol\mu_i$. Solving for the induced dipoles gives

$$\boldsymbol\mu=A(\mathbf F-gT\boldsymbol\mu),\qquad \chi=(1+gAT)^{-1}A .$$

Each dipole responds to the applied field and to the fields of the other dipoles. Substitution into $dE/dg$, with cyclic rearrangement of the trace, yields

$$\frac{dE}{dg}=\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\left[AT(1+gAT)^{-1}\right].$$

The integrand is the $g$-derivative of $\mathrm{Tr}\ln(1+gAT)$. Integration from $g=0$, where $E=0$, to $g=1$ recovers the logarithm. If the endpoint is stable, so is the whole path, since $1+gM=(1-g)1+g(1+M)$ is positive definite.

Expanding the inverse instead gives

$$\frac{dE}{dg}=\frac1{2\pi}\int_0^\infty d\omega\sum_{n\ge1}(-g)^{n-1}\mathrm{Tr}(AT)^n .$$

Integrating $g^{n-1}$ supplies $1/n$ and reproduces each $E_n$ in (1). The factor $1/n$ thus comes from switching on the interaction. The earlier walk count then gives the same $C_6$, triangle and fourth-order terms.

## What each derivation assumes

The normal-mode derivation assumes a quadratic Hamiltonian from the outset. Within a stable model it gives the energy even when the power series fails.

The response derivation separates the assumptions. Hellmann–Feynman and the relation between correlation and response do not require harmonic atoms, provided mean dipoles vanish. The harmonic model enters through the equation for $\chi$, in which each atom keeps its isolated linear polarizability whatever the coupling. For anharmonic atoms, that closure is an approximation.

Its effect depends on how often an atom is acted on. In the imaginary-time form of perturbation theory, uncoupled atoms contribute separate dipole correlation functions. An atom touched by two factors of $V$ contributes a two-time correlation, whose Fourier transform is $\alpha_i(i\omega)$. This suffices for the $C_6$, triangle and four-body ring terms, which keep their form for isotropic atoms with general $\alpha_i(i\omega)$ in the dipole approximation. In $E_4^{(2)}$ both atoms are touched four times, as is the central atom in $E_4^{(3)}$. For a harmonic oscillator the four-time correlation reduces to products of two-time ones; for a general atom it does not. These two fourth-order formulas are therefore more dependent on the oscillator model.

Both derivations need stability, but stability does not ensure that the series converges. For one pair, the eigenvalues of $M$ occur as $\pm\sqrt{\alpha_1\alpha_2}\,t$, with $t$ an eigenvalue of $T_{12}$, so stability implies $\|M\|<1$. A triangle is different. For three identical oscillators on an equilateral triangle, the extreme eigenvalues of $r^3T$ are $-2.5$ and $3.5$, and

$$E=\frac\omega2\sum_p\left(\sqrt{1+\alpha t_p}-1\right),$$

where $t_p$ are the eigenvalues of the full $T$ and $\omega$ is the common oscillator frequency. The energy is real up to $\alpha/r^3=1/2.5=0.400$, but the Taylor series of the largest-eigenvalue term diverges above $1/3.5=0.286$. At $\alpha/r^3=0.33$ the full energy is $-0.278\,\omega$, while the partial sums through orders 10, 40 and 80 are $-0.286\,\omega$, $-0.372\,\omega$ and $-10.96\,\omega$. The example illustrates the bare-dipole series. It is not a model of a real molecule, since damping and overlap are left out.

For the decision posed at the start, the triangle sum is enough when the terms it omits are acceptably small. If the series converges rapidly, $E_4$ estimates them within the oscillator model. Weak coupling alone does not guarantee that adding $E_3$ improves the energy. For a single triangle with $3P$ close to $-1$, $E_3$ nearly vanishes while $E_4$ stays negative. If $E_3$ is then slightly positive, it can move the energy away from the full result. When the omitted terms matter, the logarithm or the normal modes should be evaluated directly. This gives the oscillator model's value of those terms. For real atoms the pair and triple parts of fourth order, 89% of $E_4$ in the example, also depend on anharmonicity, and higher multipoles add terms that neither scheme contains. If each tensor is damped in a way that depends only on its own pair of atoms, the walk counts remain valid, but the traces must be recomputed with the damped tensors. The sorting into body orders also assumes that $\alpha_i$ and $\omega_i$ are the same in every subsystem; if they are screened by the environment, the increments $\Delta E(S)$ no longer follow from the walks alone. The numerical check compares the bare-dipole formulas with diagonalized subsystem energies and checks one pair through fourth order in a number basis.

## Computed results

```
INPUT: site, alpha (a0^3), omega (Eh), x y z (a0)
1  10.0  0.50  0.0 0.0 0.0
2  12.0  0.45  6.0 0.0 0.0
3  8.0  0.60  2.0 6.0 0.0
4  15.0  0.40  3.0 2.0 6.0
Largest |eigenvalue| of static coupling: 0.18008
PAIRS: r (a0), C6 (Eh a0^6), order 2, order 4 (microEh)
1-2  6.0000  42.6316  -913.7427  -2.20206
1-3  6.3246  32.7273  -511.3636  -0.59826
1-4  7.0000  50.0000  -424.9930  -0.50674
2-3  7.2111  37.0286  -263.3461  -0.16787
2-4  7.0000  57.1765  -485.9920  -0.69660
3-4  7.2801  43.2000  -290.1724  -0.21752
TRIPLES: C9 (Eh a0^9), cosine product, ATM, order 4 (microEh)
1-2-3  274.614  0.10769  17.7320  -2.48844
1-2-4  451.393  0.11620  23.9551  -3.54389
1-3-4  327.273  0.11817  13.2403  -1.53319
2-3-4  378.998  0.12440  10.4873  -1.14342
RINGS: order-4 energies 1234, 1243, 1324 (microEh)
-0.56466  -0.49864  -0.55080
BODY TABLE (microEh): orders 2, 3, 4, 5, 6 | all orders
2-body  -2889.6098  0.0000  -4.3890  0.0000  -0.0162 | -2894.0152
3-body  0.0000  65.4147  -8.7089  0.6607  -0.0912 | 57.2823
4-body  0.0000  0.0000  -1.6141  0.4658  -0.0823 | -1.2181
sum     -2889.6098  65.4147  -14.7121  1.1265  -0.1896 | -2837.9510
TRUNCATION: order, energy, energy minus full (microEh)
2  -2889.6098  -51.6589
3  -2824.1951  13.7558
4  -2838.9072  -0.9563
5  -2837.7808  0.1702
6  -2837.9704  -0.0194
Full minus order 2: 51.6589 microEh
  of which two-body: -4.4053 microEh
  of which three- and four-body: 56.0642 microEh
Full energy: -0.00283795 Eh
Fock-space pair 1-2, order 2: -913.7427 microEh
Fock-space pair 1-2, order 4: -2.20206 microEh
Ring factor, collinear: 18.0000 (dimensionless)
Ring factor, skew: -1.2000 (dimensionless)
TRIANGLE (energies in units of omega)
r^3 T eigenvalues, min and max: -2.5000  3.5000
Stable but divergent: 0.2857 < alpha/r^3 < 0.4000
At alpha/r^3 = 0.33, full energy: -0.27790
Partial sum through order 10: -0.28570
Partial sum through order 40: -0.37232
Partial sum through order 80: -10.96000
```
